**Three dipole forms for hydrogen 1s photoionization: plane wave against Coulomb wave**

For a plane-wave photoelectron, the length cross section is four times the velocity one at every momentum k, while the acceleration-to-velocity ratio is (1+η²)²(1−η arccot η)². Here η = Z/k, Z is the nuclear charge, and the photon energy is ω = (k²+Z²)/2 in atomic units. The program integrates the plane-wave amplitudes over radius and angle, and asserts that they match the derived formulas and that the leftover commutator terms account for the differences between forms. It also asserts that orthogonalizing the plane wave to 1s changes none of the amplitudes, and that Coulomb p waves give the same cross section in all three forms at the sampled momenta. At k = 3 the output gives 0.0592, 0.0148 and 0.0062 Mb for the plane-wave length, velocity and acceleration forms, against 0.0074 Mb with the Coulomb wave. Further assertions cover a final state with half the nuclear charge, the threshold and high-energy behaviour, the accidental crossings, and the 2s state, for which the factor four is approached at large k. The model is nonrelativistic, uses the dipole approximation and keeps the nucleus fixed.

## Numerical check

```python
# Photoionization of a hydrogen-like 1s electron: plane-wave final state
# against the exact Coulomb final state, in three forms of the dipole operator.
# Result under test, with eta = Z/k and omega = (k^2 + Z^2)/2:
#   plane wave:   sigma_length / sigma_velocity = 4 at every k
#   plane wave:   sigma_acceleration / sigma_velocity
#                 = (1+eta^2)^2 (1 - eta*arccot(eta))^2
#   Coulomb wave: all three forms agree.
# Z: nuclear charge, k: photoelectron momentum, omega: photon energy.
# Atomic units inside; cross sections are printed in megabarn (Mb).
# Model: nonrelativistic, dipole approximation, fixed nucleus.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn

ALPHA = const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MB = BOHR**2 / 1e-22          # one squared bohr expressed in megabarn


def close(a, b, rel=1e-8):
    return abs(a - b) <= rel * abs(b)


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def photon_energy(k, Z=1.0):
    return 0.5 * (k * k + Z * Z)


# ---- derived formulas -------------------------------------------------
def sigma_velocity_formula(k, Z=1.0):
    w = photon_energy(k, Z)
    return 8 * np.pi * ALPHA * Z**5 * k**3 / (3 * w**5)


def acc_over_vel_formula(k, Z=1.0):
    eta = Z / k
    return (1 + eta**2) * (1 - eta * np.arctan(1 / eta))


def exact_over_vel_formula(k, Z=1.0):
    eta = Z / k
    damping = np.exp(-4 * eta * np.arctan(1 / eta))
    return ((1 + eta**2) * 2 * np.pi * eta * damping
            / (1 - np.exp(-2 * np.pi * eta)))


# ---- radial road: energy-normalized p wave in a field of chosen charge --
def radial_forms(k, Z, final_charge):
    r_max = 38.0 / Z
    r, w = gauss(60 + int(0.5 * k * r_max), 0.0, r_max)
    if final_charge == 0:
        wave = k * r * spherical_jn(1, k * r)
    else:
        eta_c = -final_charge / k
        wave = np.array([float(mp.re(mp.coulombf(1, eta_c, float(k * x))))
                         for x in r])
    wave = np.sqrt(2 / (np.pi * k)) * wave
    bound = 2 * Z**1.5 * r * np.exp(-Z * r)
    om = photon_energy(k, Z)
    length = om * np.sum(w * wave * r * bound)
    velocity = Z * np.sum(w * wave * bound)
    acceleration = Z / om * np.sum(w * wave * bound / r**2)
    return np.array([length, velocity, acceleration])


def sigma_radial(amplitude, k, Z=1.0):
    return 4 * np.pi**2 * ALPHA * amplitude**2 / (3 * photon_energy(k, Z))


# ---- direct road: integral over r and angle, polarization along k -------
def direct_amplitudes(k, Z=1.0, orthogonalize=False):
    r, wr = gauss(320, 0.0, 38.0 / Z)
    mu, wm = gauss(280, -1.0, 1.0)
    R, M = r[:, None], mu[None, :]
    weight = 2 * np.pi * (wr * r**2)[:, None] * wm[None, :]
    psi = np.sqrt(Z**3 / np.pi) * np.exp(-Z * R)
    bra = np.exp(-1j * k * R * M)
    overlap = np.sum(weight * bra * psi)
    if orthogonalize:
        bra = bra - overlap * psi
    om = photon_energy(k, Z)

    def integral(ket):
        return np.sum(weight * bra * ket)

    p_psi = 1j * Z * M * psi
    potential = -Z / R
    forms = np.array([integral(1j * om * R * M * psi),
                      integral(p_psi),
                      integral(1j * Z * M / R**2 * psi) / om])
    gap_length = integral(1j * potential * R * M * psi)
    gap_acc = -integral(potential * p_psi) / om
    return forms, overlap, gap_length, gap_acc


momenta = (0.5, 1.0, 3.0, 10.0)
table = {}
overlaps = {}
for k in momenta:
    om = photon_energy(k)
    forms, overlap, gap_l, gap_a = direct_amplitudes(k)
    L, V, A = forms
    phi = 8 * np.sqrt(np.pi) / (k * k + 1)**2
    assert close(overlap, phi)
    assert close(V, k * phi)
    assert close(L / V, 2.0)
    assert close(A / V, acc_over_vel_formula(k))
    # the commutator terms left over by the plane wave close the gaps
    assert close(L + gap_l, V)
    assert close(A + gap_a, V)
    # orthogonalizing the plane wave to 1s leaves every form unchanged
    ortho = direct_amplitudes(k, orthogonalize=True)[0]
    assert np.max(np.abs(ortho - forms)) < 1e-8 * abs(V)
    # cross sections from the density of plane-wave states
    direct_sigma = 2 * ALPHA * k / (3 * om) * np.abs(forms)**2
    free = sigma_radial(radial_forms(k, 1.0, 0), k)
    assert np.allclose(direct_sigma, free, rtol=1e-8, atol=0)
    assert close(direct_sigma[1], sigma_velocity_formula(k))
    # the Coulomb final state makes the three forms agree
    exact = sigma_radial(radial_forms(k, 1.0, 1.0), k)
    assert np.allclose(exact, exact[1], rtol=1e-7, atol=0)
    assert close(exact[1] / direct_sigma[1], exact_over_vel_formula(k), 1e-7)
    table[k] = (direct_sigma * MB, exact * MB)
    overlaps[k] = overlap.real

# another nuclear charge
L2, V2, A2 = direct_amplitudes(3.0, Z=2.0)[0]
assert close(L2 / V2, 2.0)
assert close(A2 / V2, acc_over_vel_formula(3.0, 2.0))

# a final state in the field of half the nuclear charge
half = radial_forms(1.0, 1.0, 0.5)
half_ratio = half[0] / half[1]
assert close(half_ratio, 2 - 0.5, 1e-7)

# threshold: finite exact cross section, checked just above threshold
k_low = 0.05
near = sigma_radial(radial_forms(k_low, 1.0, 1.0)[1], k_low)
near_formula = sigma_velocity_formula(k_low) * exact_over_vel_formula(k_low)
assert close(near, near_formula, 1e-7)
threshold = 2**9 * np.pi**2 / 3 * ALPHA * np.exp(-4)
assert close(near, threshold, 0.02)   # remaining energy dependence
low_ratio = acc_over_vel_formula(0.01)**2
assert close(low_ratio, 1 / 9, 1e-3)

# high-energy expansions in eta = 1/k
eta_small = 1e-3
ex_v = exact_over_vel_formula(1 / eta_small)
ac_v = acc_over_vel_formula(1 / eta_small)**2
slope_exact = (ex_v - 1) / eta_small
slope_acc = (ac_v - 1) / eta_small
second = (ex_v / ac_v - 1) / eta_small**2
assert abs(slope_exact + np.pi) < 0.02    # next order in eta remains
assert abs(slope_acc + np.pi) < 0.02
assert abs(second - (1 + np.pi**2 / 12)) < 0.02

# accidental crossings of plane-wave curves with the exact curve
cross_length = brentq(lambda q: exact_over_vel_formula(q) - 4, 0.2, 0.5)
cross_velocity = brentq(lambda q: exact_over_vel_formula(q) - 1, 0.5, 1.0)
for q, form in ((cross_length, 0), (cross_velocity, 1)):
    plane = radial_forms(q, 1.0, 0)[form]
    true = radial_forms(q, 1.0, 1.0)[1]
    assert close(plane**2, true**2, 1e-7)


# 2s initial state with a plane wave: factor 2 in amplitude only at large k
def ratio_2s(k):
    r, w = gauss(100 + int(40 * k), 0.0, 80.0)
    wave = k * r * spherical_jn(1, k * r)
    f = (1 - r / 2) * np.exp(-r / 2)
    slope = (-1 + r / 4) * np.exp(-r / 2)
    om = 0.5 * k * k + 0.125
    return om * np.sum(w * wave * r * r * f) / -np.sum(w * wave * r * slope)


ratios_2s = {k: ratio_2s(k) for k in (1.0, 3.0, 10.0)}
for k, value in ratios_2s.items():
    assert close(value, (8 * k * k - 4) / (4 * k * k - 1), 1e-7)

# ---- printed numbers ----------------------------------------------------
print("Hydrogen 1s, Z = 1; momenta k in atomic units")
print(f"fine-structure constant: {ALPHA:.7f}")
print(f"one squared bohr: {MB:.4f} Mb")
for k in momenta:
    plane, exact = table[k]
    print(f"k = {k:g}: photon energy {photon_energy(k):.4f} hartree")
    print(f"  plane wave length:       {plane[0]:.5e} Mb")
    print(f"  plane wave velocity:     {plane[1]:.5e} Mb")
    print(f"  plane wave acceleration: {plane[2]:.5e} Mb")
    print(f"  Coulomb wave, L V A: "
          f"{exact[0]:.5e} {exact[1]:.5e} {exact[2]:.5e} Mb")
    print(f"  ratios to velocity: L {plane[0]/plane[1]:.4f}, "
          f"A {plane[2]/plane[1]:.4f}, exact {exact[1]/plane[1]:.4f}")
    print(f"  ratios to exact: L {plane[0]/exact[1]:.4f}, "
          f"V {plane[1]/exact[1]:.4f}, A {plane[2]/exact[1]:.4f}")
print(f"main case k = 3: photon energy {5*HARTREE_EV:.2f} eV"
      if photon_energy(3.0) == 5 else "main case energy changed")
print(f"k = 3: eta = {1/3:.4f}, arccot(eta) = {np.arctan(3.0):.4f} rad")
print(f"k = 3: amplitude ratio A/V = {acc_over_vel_formula(3.0):.4f}")
print(f"k = 3: overlap <k|1s> = {overlaps[3.0]:.5f} bohr^(3/2)")
print(f"k = 10: electron speed / light speed = {10*ALPHA:.4f}")
print(f"half final charge, k = 1: amplitude L/V = {half_ratio:.6f}")
print(f"exact threshold cross section: {threshold*MB:.4f} Mb")
print(f"k = 0.01: sigma_A/sigma_V = {low_ratio:.5f}")
print(f"length crosses exact at k = {cross_length:.4f}")
print(f"velocity crosses exact at k = {cross_velocity:.4f}")
print(f"eta = 0.001: (exact/V - 1)/eta = {slope_exact:.4f}")
print(f"eta = 0.001: (A/V - 1)/eta = {slope_acc:.4f}")
print(f"eta = 0.001: (exact/A - 1)/eta^2 = {second:.4f}")
for k, value in ratios_2s.items():
    print(f"2s, k = {k:g}: amplitude L/V {value:.4f}, squared {value**2:.4f}")
print("done: every assertion held")
```

It prints:

```
Hydrogen 1s, Z = 1; momenta k in atomic units
fine-structure constant: 0.0072974
one squared bohr: 28.0029 Mb
k = 0.5: photon energy 0.6250 hartree
  plane wave length:       8.97545e+00 Mb
  plane wave velocity:     2.24386e+00 Mb
  plane wave acceleration: 2.96526e-01 Mb
  Coulomb wave, L V A: 3.45383e+00 3.45383e+00 3.45383e+00 Mb
  ratios to velocity: L 4.0000, A 0.1321, exact 1.5392
  ratios to exact: L 2.5987, V 0.6497, A 0.0859
k = 1: photon energy 1.0000 hartree
  plane wave length:       6.84772e+00 Mb
  plane wave velocity:     1.71193e+00 Mb
  plane wave acceleration: 3.15365e-01 Mb
  Coulomb wave, L V A: 9.31390e-01 9.31390e-01 9.31390e-01 Mb
  ratios to velocity: L 4.0000, A 0.1842, exact 0.5441
  ratios to exact: L 7.3522, V 1.8380, A 0.3386
k = 3: photon energy 5.0000 hartree
  plane wave length:       5.91643e-02 Mb
  plane wave velocity:     1.47911e-02 Mb
  plane wave acceleration: 6.22045e-03 Mb
  Coulomb wave, L V A: 7.42363e-03 7.42363e-03 7.42363e-03 Mb
  ratios to velocity: L 4.0000, A 0.4206, exact 0.5019
  ratios to exact: L 7.9697, V 1.9924, A 0.8379
k = 10: photon energy 50.5000 hartree
  plane wave length:       2.08492e-05 Mb
  plane wave velocity:     5.21230e-06 Mb
  plane wave acceleration: 3.86772e-06 Mb
  Coulomb wave, L V A: 3.93647e-06 3.93647e-06 3.93647e-06 Mb
  ratios to velocity: L 4.0000, A 0.7420, exact 0.7552
  ratios to exact: L 5.2964, V 1.3241, A 0.9825
main case k = 3: photon energy 136.06 eV
k = 3: eta = 0.3333, arccot(eta) = 1.2490 rad
k = 3: amplitude ratio A/V = 0.6485
k = 3: overlap <k|1s> = 0.14180 bohr^(3/2)
k = 10: electron speed / light speed = 0.0730
half final charge, k = 1: amplitude L/V = 1.500000
exact threshold cross section: 6.3043 Mb
k = 0.01: sigma_A/sigma_V = 0.11112
length crosses exact at k = 0.3323
velocity crosses exact at k = 0.6260
eta = 0.001: (exact/V - 1)/eta = -3.1333
eta = 0.001: (A/V - 1)/eta = -3.1351
eta = 0.001: (exact/A - 1)/eta^2 = 1.8219
2s, k = 1: amplitude L/V 1.3333, squared 1.7778
2s, k = 3: amplitude L/V 1.9429, squared 3.7747
2s, k = 10: amplitude L/V 1.9950, squared 3.9800
done: every assertion held
```
